\section*{Fermi–Dirac integrals for oxide carrier densities: series, quadrature and derivatives}

\section{From Boltzmann statistics to a degenerate gas}

The gate of an oxide thin-film transistor can move the chemical potential of the channel from below the conduction-band edge into the band. In the off state the electrons in the band obey Boltzmann statistics; in a strongly accumulated layer they can form a degenerate gas. A device solver must cross between these regimes without a visible step in the density $n$. It also needs $dn/d\mu$, because a Newton iteration for the electrostatic potential linearizes the charge.

Take one isotropic parabolic band of effective mass $m$, spin degeneracy two and equilibrium occupation. The chemical potential $\mu$ is measured from the band edge. Localized tail states, which matter in real amorphous oxides, and nonparabolicity are left out. So is the quantization of motion normal to the gate: in a strongly accumulated layer the subband spacing can exceed the thermal energy, and using the bulk $n(\mu)$ at each point is then a semiclassical approximation. The algebra uses atomic units; $\tau=k_{\mathrm B}T$ is the thermal energy (written kT in the numerical output) and $\eta=\mu/\tau$. Counting wave vectors gives
\begin{equation}
n=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{1+e^{(k^2/2m-\mu)/\tau}}
=\frac1{\pi^2}\int_0^\infty\!\frac{k^2\,dk}{1+e^{(k^2/2m-\mu)/\tau}} .
\end{equation}
With $x=k^2/(2m\tau)$ one has $k^2dk=\tfrac12(2m\tau)^{3/2}x^{1/2}dx$. Define
\begin{equation}
F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty x^j f\,dx,\qquad
f=\frac1{1+e^{x-\eta}} .
\label{def}
\end{equation}
Since $\Gamma(3/2)=\sqrt\pi/2$,
\begin{equation}
n=\frac{(2m\tau)^{3/2}}{2\pi^2}\frac{\sqrt\pi}{2}F_{1/2}
=N_cF_{1/2}(\eta),\qquad
N_c=2\left(\frac{m\tau}{2\pi}\right)^{3/2}.
\label{density}
\end{equation}

\section{The derivative and its physical meaning}

The occupation depends on $x-\eta$, so $\partial f/\partial\eta=-\partial f/\partial x$. Integration by parts gives
\begin{align}
F_{1/2}'&=-\frac1{\Gamma(3/2)}\int_0^\infty x^{1/2}\frac{\partial f}{\partial x}\,dx
=\frac{1/2}{\Gamma(3/2)}\int_0^\infty x^{-1/2}f\,dx \nonumber\\
&=F_{-1/2}.
\label{derivative}
\end{align}
The boundary term vanishes at $x=0$ because of $x^{1/2}$ and at infinity because of $f$; the last step uses $\Gamma(3/2)=\tfrac12\Gamma(1/2)$. At fixed temperature, therefore,
\begin{equation}
\frac{dn}{d\mu}=\frac{N_c}{\tau}F_{-1/2},\qquad
E_D\equiv\frac{n}{dn/d\mu}=\tau\frac{F_{1/2}}{F_{-1/2}} .
\label{ed}
\end{equation}

The energy $E_D$ fixes the ratio of diffusion to drift. Let $U(\mathbf r)$ be the band-edge energy, $D$ the diffusion coefficient and $b$ the drift velocity per unit force. The particle flux is $-D\nabla n-bn\nabla U$. In equilibrium $\mu+U$ is constant, so $\nabla n=(dn/d\mu)\nabla\mu=-(dn/d\mu)\nabla U$. Zero flux then requires $D\,dn/d\mu=bn$, or $D/b=E_D$. The electrical mobility is $b$ times the elementary charge, so $E_D$ is also that charge times the ratio of $D$ to the mobility.

The same energy measures sensitivity: $dn/n=d\mu/E_D$. A small error in $\mu$ thus causes a larger relative density error where $E_D$ is small.

\section{Nondegenerate side: a convergent series}

For $\eta<0$ and $x\ge0$ the number $e^{\eta-x}$ is below one, and
\begin{equation}
f=\frac{e^{\eta-x}}{1+e^{\eta-x}}
=\sum_{l=1}^\infty(-1)^{l+1}e^{l(\eta-x)} .
\end{equation}
Because $\int_0^\infty x^je^{-lx}dx=\Gamma(j+1)/l^{j+1}$, the integrals of the absolute values have a finite sum. Sum and integral may be interchanged:
\begin{equation}
F_j(\eta)=\sum_{l=1}^\infty(-1)^{l+1}\frac{e^{l\eta}}{l^{j+1}},\qquad \eta<0 .
\label{series}
\end{equation}
The terms alternate and decrease in size, so the truncation error is no larger than the first omitted term. With 20 terms at $\eta=-2$, that term is about $1.0\times10^{-18}$ of $F_{-1/2}$, and smaller still relative to $F_{1/2}$. For $\eta>0$ the terms eventually grow without limit and the series diverges.

Two terms give the approach to the Boltzmann limit:
\begin{equation}
\frac{F_{1/2}}{F_{-1/2}}
=\frac{1-2^{-3/2}e^\eta+\cdots}{1-2^{-1/2}e^\eta+\cdots}
=1+2^{-3/2}e^\eta+O(e^{2\eta}),
\label{lowlimit}
\end{equation}
since $2^{-1/2}-2^{-3/2}=2^{-3/2}$. Hence $E_D\to\tau$, and exclusion first raises it. Integration of the definition at $\eta=-12$ gives the coefficient $0.353553$, equal to $2^{-3/2}$ at the printed precision.

\section{Middle range: trapezoidal rule with pole correction}

Put $x=t^2$. For $j=\pm1/2$ the power $2j+1$ is 2 or 0, so the integrand is even and the square-root endpoint disappears:
\begin{equation}
F_j=\frac{I}{\Gamma(j+1)},\quad
I=\int_{-\infty}^{\infty}g(t)\,dt,\quad
g(t)=\frac{t^{2j+1}}{1+e^{t^2-\eta}} .
\end{equation}
Let $S_h=h\sum_{p=-\infty}^{\infty}g(ph)$. Its error follows from the poles of $g$ in the complex plane.

\subsection{The error as a contour integral}

The function $1/(e^{2\pi iz/h}-1)$ has poles at $z=ph$ with residue $h/(2\pi i)$. Enclose the real axis by lines at heights $\pm a$, below the nearest pole of $g$. The distant vertical sides contribute nothing because $g$ decays there. With both lines traversed from left to right,
\begin{equation}
S_h=\int_{-ia}\frac{g\,dz}{e^{2\pi iz/h}-1}
-\int_{+ia}\frac{g\,dz}{e^{2\pi iz/h}-1}.
\end{equation}
On the upper line use $1/(e^w-1)=-1-1/(e^{-w}-1)$. The constant part gives $\int_{+ia}g\,dz=I$, so
\begin{equation}
S_h-I=\int_{+ia}\frac{g\,dz}{e^{-2\pi iz/h}-1}
+\int_{-ia}\frac{g\,dz}{e^{2\pi iz/h}-1}.
\end{equation}
As $g$ is real on the real axis, the second integral is the complex conjugate of the first. The error is twice the real part of the upper integral.

\subsection{Collecting the poles}

Now raise the upper line. The poles of $g$ obey $e^{z^2-\eta}=-1$. Those in the upper half-plane are
\begin{equation}
z_m=\sqrt{\eta+i\pi(2m+1)},\qquad m=0,1,2,\ldots,
\end{equation}
with positive real and imaginary parts, and their reflections $-\bar z_m$. The residue of $g$ at such a pole $z$ is
\begin{equation}
\frac{z^{2j+1}}{2z\,e^{z^2-\eta}}=-\frac{z^{2j}}2 .
\end{equation}
Write $q_m=z_m^{2j}/(e^{-2\pi iz_m/h}-1)$. Crossing $z_m$ contributes $2\pi i(-q_m/2)=-\pi iq_m$. At $-\bar z_m$ the odd power $2j$ changes sign and the exponential is conjugated, so the contribution is $+\pi i\bar q_m$, the conjugate of the first. Their sum is $2\pi\,\mathrm{Im}\,q_m$. Doubling the real part gives
\begin{equation}
S_h-I=4\pi\sum_{m=0}^{\infty}
\mathrm{Im}\left[\frac{z_m^{2j}}{e^{-2\pi iz_m/h}-1}\right].
\label{poles}
\end{equation}

It remains to show that the raised line contributes nothing in the limit. Choose its height $Y$ so that $s_0=\sqrt{Y^2+\eta}$ satisfies $2s_0Y=2\pi M$ with integer $M$; it then passes between poles. At $z=s+iY$, $s\ge0$, the exponent $z^2-\eta$ has real part $u=(s-s_0)(s+s_0)$ and imaginary part $2\pi M+2Y(s-s_0)$. If $2Y|s-s_0|\le\pi/2$, the exponential has nonnegative real part and the denominator of $g$ has modulus at least one. Otherwise $|u|\ge\pi s_0/(4Y)$, which tends to $\pi/4$, and the modulus is at least $|1-e^u|$, bounded away from zero. Negative $s$ follows by reflection. For $s$ well beyond $s_0$ the growth of $e^u$ makes $g$ decay. The integral of $|g|$ along the line therefore grows no faster than a power of $Y$, while the other factor falls as $e^{-2\pi Y/h}$. The product vanishes as $M\to\infty$.

\subsection{Consequences for the step size}

The $m$th error term scales as $e^{-2\pi\,\mathrm{Im}\,z_m/h}$. For large $\eta$, $\mathrm{Im}\,z_0\simeq\pi/(2\sqrt\eta)$: the Fermi edge becomes narrow in $t$, and the uncorrected rule loses accuracy at fixed $h$. At $\eta=20$ its absolute error in $F_{1/2}$ is $-8.09\times10^{-2}$ for $h=0.5$ and $-2.64\times10^{-3}$ for $h=0.25$. The second is about $3.9\times10^{-5}$ of $F_{1/2}=67.49$ in magnitude. Equation~\eqref{poles}, divided by $\Gamma(j+1)$, reproduces these errors and those of $F_{-1/2}$ within the tested absolute tolerance of $10^{-12}$.

The working rule subtracts the first four pole terms at $h=0.25$. The pole heights decrease as $\eta$ increases, so the upper end of the range is the demanding one. At $\eta=40$ the first omitted pole term is at most $3.8\times10^{-24}$ of $F_j$. The sum over $t$ stops at the first node with $t^2\ge\max(\eta,0)+42$, beyond which the occupation is below $e^{-42}$. At $\eta=40$ this takes 37 positive nodes.

\section{Degenerate side: an asymptotic series}

For $\eta>0$, compare the occupation with a sharp step at $x=\eta$. Put $x=\eta-y$ below the step, where $1-f=1/(1+e^y)$, and $x=\eta+y$ above it, where $f=1/(1+e^y)$:
\begin{align}
\Gamma(j+1)F_j={}&\frac{\eta^{j+1}}{j+1}
+\int_0^\infty\frac{(\eta+y)^j}{1+e^y}dy
-\int_0^\eta\frac{(\eta-y)^j}{1+e^y}dy .
\end{align}
For $y<\eta$ the even powers cancel in the difference:
\begin{equation}
(\eta+y)^j-(\eta-y)^j
=2\sum_{r\ge1}\frac{\Gamma(j+1)\,\eta^{j+1-2r}y^{2r-1}}
{(2r-1)!\,\Gamma(j+2-2r)} .
\end{equation}
The remaining integral follows from expanding $1/(1+e^y)$ in powers of $e^{-y}$:
\begin{align}
\int_0^\infty\frac{y^{2r-1}}{1+e^y}dy
&=(2r-1)!\sum_{l\ge1}\frac{(-1)^{l+1}}{l^{2r}}\nonumber\\
&=(2r-1)!\,(1-2^{1-2r})\zeta(2r),
\end{align}
because the alternating sum is $\zeta(2r)$ minus twice its even-$l$ part, $2\cdot2^{-2r}\zeta(2r)$. Thus
\begin{equation}
F_j\sim\frac{\eta^{j+1}}{\Gamma(j+2)}
+\sum_{r\ge1}\frac{2(1-2^{1-2r})\zeta(2r)}{\Gamma(j+2-2r)}
\eta^{j+1-2r}.
\label{sommerfeld}
\end{equation}

This is an asymptotic statement. Keep $R$ corrections and split the $y$ integrals at $\eta/2$. Below the split, the Taylor remainder is bounded by a constant times $\eta^{j-1-2R}y^{2R+1}$. Above it, the original integrals and the tails added by extending the polynomial terms to infinity are of order $e^{-\eta/2}$ times a power of $\eta$. For fixed $R$ the error is therefore $O(\eta^{j-1-2R})$.

Adding terms without limit fails. Apart from the factor $(1-2^{1-2r})\zeta(2r)$, which tends to one, successive corrections have the ratio
\begin{equation}
\frac{\Gamma(j+2-2r)}{\Gamma(j-2r)\,\eta^2}
=\frac{(2r-j)(2r-j-1)}{\eta^2},
\end{equation}
which exceeds one once $2r$ is sufficiently above $\eta$. For $F_{1/2}$ at $\eta=8$, among truncations with up to 12 corrections, the best keeps 4 and has relative error $3.6\times10^{-6}$; with 12 the error is $4.9\times10^{-2}$. This is why quadrature covers moderate $\eta$. At $\eta=40$ the expansion with 10 corrections has a first omitted term of at most $3.6\times10^{-17}$ relative to $F_j$. That is an estimate of the error, not a bound, and the comparison with quadrature below supplies the check.

The first correction gives the degenerate limit. Using $\zeta(2)=\pi^2/6$, $\Gamma(5/2)/\Gamma(1/2)=3/4$ and $\Gamma(3/2)/\Gamma(-1/2)=-1/4$,
\begin{align}
F_{1/2}&=\frac{\eta^{3/2}}{\Gamma(5/2)}
\left(1+\frac{\pi^2}{8\eta^2}+\cdots\right),\\
F_{-1/2}&=\frac{\eta^{1/2}}{\Gamma(3/2)}
\left(1-\frac{\pi^2}{24\eta^2}+\cdots\right),\\
E_D&=\frac{2\mu}{3}\left(1+\frac{\pi^2}{6\eta^2}+\cdots\right).
\label{highlimit}
\end{align}
The last line uses $\Gamma(3/2)/\Gamma(5/2)=2/3$ and $1/8+1/24=1/6$. Integration of the definition at $\eta=80$ gives $1.6455$ for the coefficient of $\eta^{-2}$, against $\pi^2/6=1.6449$; higher orders are still present at finite $\eta$.

\section{The matched algorithm and its errors}

For $j=\pm1/2$ the evaluation is:
\begin{enumerate}
\item For $\eta\le-2$, sum 20 terms of \eqref{series}.
\item For $-2<\eta<40$, form $S_h$ with $h=0.25$, subtract four terms of \eqref{poles}, and divide by $\Gamma(j+1)$.
\item For $\eta\ge40$, use \eqref{sommerfeld} with 10 corrections.
\end{enumerate}
Against high-precision integration of \eqref{def} at nine values from $\eta=-12$ to $80$, the largest relative error is $4.4\times10^{-16}$. Neighbouring formulas differ by at most $2.2\times10^{-16}$ at the lower join and $3.3\times10^{-16}$ at the upper one, again relative to $F_j$. The joins are continuous to rounding, not identically.

The derivative is matched as well. In \eqref{series}, differentiation multiplies term $l$ by $l$, turning $l^{-(j+1)}$ into $l^{-j}$. In \eqref{sommerfeld}, with $a=j+2-2r$,
\begin{equation}
\frac{d}{d\eta}\frac{\eta^{a-1}}{\Gamma(a)}
=\frac{(a-1)\eta^{a-2}}{(a-1)\Gamma(a-1)}
=\frac{\eta^{a-2}}{\Gamma(a-1)} .
\end{equation}
Both truncated series for $j=1/2$ thus differentiate into those for $j=-1/2$, term by term. The quadrature obeys \eqref{derivative} to its numerical accuracy.

A five-point difference with step $s=0.01$ tests this inside the branches and across both joins. The largest relative discrepancy is $3.1\times10^{-10}$. The difference formula itself explains this size: applied to $e^\eta$, it returns
\begin{equation}
e^\eta\,\frac{16\sinh s-2\sinh2s}{12s}
=e^\eta\left(1-\frac{s^4}{30}+\cdots\right),
\end{equation}
and $s^4/30=3.3\times10^{-10}$. The discrepancy is therefore no evidence of an error in $F_{-1/2}$ of that size.

\section{Worked example: a model oxide band}

Take $m=0.3$ electron masses and $\tau=0.025$ eV. These round parameters give $N_c=3.9212\times10^{-6}$ \AA$^{-3}$. At $\mu=0.1$ eV, $\eta=0.1/0.025=4$ and the quadrature gives $F_{1/2}=6.5116$ and $F_{-1/2}=2.1859$. Hence
\begin{align}
n&=3.9212\times10^{-6}\times6.5116
=2.553\times10^{-5}\ \text{\AA}^{-3},\\
\frac{dn}{d\mu}&=\frac{3.9212\times10^{-6}\times2.1859}{0.025}
=3.429\times10^{-4}\ \text{\AA}^{-3}\,\mathrm{eV}^{-1},\\
E_D&=0.025\times\frac{6.5116}{2.1859}=0.0745\ \mathrm{eV}.
\end{align}
The density is $2.55\times10^{19}$ cm$^{-3}$. The table shows the passage between the limits; $n_{\mathrm B}=N_ce^\eta$ is the Boltzmann density.

\begin{center}
\begin{tabular}{rrrrr}
$\mu$ (eV) & $\eta$ & $n$ (\AA$^{-3}$) & $E_D$ (eV) & $n_{\mathrm B}/n$\\
\hline
$-0.2$ & $-8$ & $1.315\times10^{-9}$ & 0.0250 & 1.0001\\
$-0.1$ & $-4$ & $7.136\times10^{-8}$ & 0.0252 & 1.006\\
0.0 & 0 & $3.000\times10^{-6}$ & 0.0316 & 1.307\\
0.1 & 4 & $2.553\times10^{-5}$ & 0.0745 & 8.385\\
0.5 & 20 & $2.647\times10^{-4}$ & 0.3347 & $7.19\times10^{6}$\\
1.2 & 48 & $9.815\times10^{-4}$ & 0.8006 & $2.80\times10^{18}$
\end{tabular}
\end{center}

At the band edge Boltzmann statistics already overestimates $n$ by 31\%, relative to the Fermi--Dirac value. The opposite approximation keeps just the leading term of \eqref{sommerfeld}, the zero-temperature density at the same $\mu$. It gives 0.924 of $n$ at $\mu=0.1$ eV and 0.997 at $0.5$ eV. Neither limit is accurate to one per cent at $\eta=0$ or $4$.

The diffusion energy rises from $\tau$ towards $2\mu/3$. At $0.5$ eV it is $0.3347$ eV, against a leading value of $0.3333$ eV. Using $E_D=\tau$ at this point would underestimate diffusion at given mobility by a factor of about 13. The sensitivity changes in the opposite sense: to first order, a shift of $0.001$ eV changes $n$ by 4\% at $\mu=-0.2$ eV but by about 0.12\% at $1.2$ eV.

All six densities agree with direct integration over wave vector within the tested relative tolerance of $10^{-9}$, and their slopes with finite differences of that integral within $10^{-7}$. These tolerances describe the numerics of the model, not its fidelity to a material. The row at $1.2$ eV exercises the degenerate formula and does not imply that a real band remains parabolic so far above its edge. Tail states would add charge with its own density of states, which $N_cF_{1/2}$ does not contain. In a gate-induced layer, subbands have to replace the bulk density of states wherever their spacing is not small compared with $\tau$, which can already happen with $\mu$ near the band edge. Breakdown of the gate insulator also limits the density that can be induced. The table therefore describes a bulk model, and its last two rows serve to test the formulas; they are not densities that a gate is claimed to reach.

\section*{Computed values}
\begin{verbatim}
joins in eta: -2 and 40 (dimensionless)
series terms 20, Sommerfeld corrections 10, step 0.25, poles 4
largest relative error against definition: 4.4e-16
largest relative mismatch at eta=-2: 2.2e-16
largest relative mismatch at eta=40: 3.3e-16
first omitted series term, relative: 1.0e-18
first omitted Sommerfeld term, relative: 3.6e-17
first omitted pole term, relative: 3.8e-24
eta=20 j=+0.5 h=0.5: trapezoid error -8.088879e-02, pole sum -8.088879e-02
eta=20 j=-0.5 h=0.5: trapezoid error -4.996195e-03, pole sum -4.996195e-03
eta=20 j=+0.5 h=0.25: trapezoid error -2.641653e-03, pole sum -2.641653e-03
eta=20 j=-0.5 h=0.25: trapezoid error -9.986777e-05, pole sum -9.986777e-05
Sommerfeld F_1/2 at eta=8: best with 4 corrections, relative error 3.6e-06
same with 12 corrections: relative error 4.9e-02
largest relative error of dF_1/2/deta = F_-1/2: 3.1e-10
nondegenerate coefficient at eta=-12: 0.353553, limit 0.353553
degenerate coefficient at eta=80: 1.645485, limit 1.644934
mass 0.3 electron masses, kT 0.025 eV
Nc = 3.921233e-06 angstrom^-3
mu=-0.2 eV, eta=-8, series: F_1/2=3.35422848e-04, F_-1/2=3.35383075e-04
  n=1.315271e-09 angstrom^-3, dn/dmu=5.260461e-08 angstrom^-3/eV
  diffusion energy=0.025003 eV, Boltzmann/n=1.00012
mu=-0.1 eV, eta=-4, series: F_1/2=1.81982035e-02, F_-1/2=1.80819230e-02
  n=7.135940e-08 angstrom^-3, dn/dmu=2.836138e-06 angstrom^-3/eV
  diffusion energy=0.025161 eV, Boltzmann/n=1.00645
mu=0.0 eV, eta=0, quadrature: F_1/2=7.65147025e-01, F_-1/2=6.04898643e-01
  n=3.000320e-06 angstrom^-3, dn/dmu=9.487795e-05 angstrom^-3/eV
  diffusion energy=0.031623 eV, Boltzmann/n=1.30694
mu=0.1 eV, eta=4, quadrature: F_1/2=6.51156759e+00, F_-1/2=2.18586969e+00
  n=2.553338e-05 angstrom^-3, dn/dmu=3.428522e-04 angstrom^-3/eV
  diffusion energy=0.074473 eV, Boltzmann/n=8.38479, zero-T/n=0.924205
  converted: n=2.5533e+19 cm^-3
mu=0.5 eV, eta=20, quadrature: F_1/2=6.74915122e+01, F_-1/2=5.04101851e+00
  n=2.646500e-04 angstrom^-3, dn/dmu=7.906804e-04 angstrom^-3/eV
  diffusion energy=0.334712 eV, Boltzmann/n=7.18854e+06, zero-T/n=0.996918
mu=1.2 eV, eta=48, Sommerfeld: F_1/2=2.50298490e+02, F_-1/2=7.81624221e+00
  n=9.814788e-04 angstrom^-3, dn/dmu=1.225972e-03 angstrom^-3/eV
  diffusion energy=0.800572 eV, Boltzmann/n=2.80335e+18, zero-T/n=0.999465
\end{verbatim}
